\section*{Wafer rotation leaves the radial part of a polishing pressure error}

\section{What symmetry removes and what it permits}

A wafer is pressed face down on a polishing pad, and both turn. Take Preston's law for the removal rate, $KpV$, where $p$ is the local contact pressure, $V$ the sliding speed and $K$ a constant with the dimension of inverse pressure. Over a time $T$ the product $KpVT$ is a length, the depth removed. If $V$ is the same everywhere, the depth must have the form
\begin{equation}
h = KVT\times(\text{some average of } p),
\end{equation}
and the question is which average.

Let the pressure map be steady and fixed in the room, $p(r,\theta)$, with $r$ measured from the wafer centre. A wafer point at radius $r$ goes round its circle at a steady rate. Turn the whole map through an angle $\alpha$: in one full turn the point meets the same pressures as before, in a different order, so its depth is unchanged. Now apply this to a term $\cos m(\theta-\beta)$ with $m\ge1$. Turning it through $\pi/m$ reverses its sign. Since the depth is linear in $p$, the contribution of this term must equal minus itself, and is therefore zero.

The argument says nothing against a term that depends on $r$ alone. Turning such a term does not change it, so no cancellation is forced. Rotation removes the angular part of a room-fixed error and has no means of removing the radial part. A radial part may also be present when no feature of the map looks radial, as the following case shows.

\section{A counter-example: an off-centre hump}

\subsection{Speed and pressure}

Let $\mathbf e$ be the vector from the pad centre to the wafer centre, with length $e$, and measure $\theta$ from its direction, anticlockwise. Wafer and pad turn anticlockwise at rates $\omega_w$ and $\omega_p$. At position $\mathbf r$ from the wafer centre the wafer moves with velocity $\omega_w\hat{\mathbf z}\times\mathbf r$ and the pad below it with $\omega_p\hat{\mathbf z}\times(\mathbf e+\mathbf r)$. The difference is
\begin{equation}
\mathbf v=\hat{\mathbf z}\times\left[(\omega_w-\omega_p)\,\mathbf r-\omega_p\mathbf e\right].
\label{eq:v}
\end{equation}
For equal rates, $\omega_w=\omega_p=\omega$, the first term vanishes and $V=\omega e$ at every point of the wafer. With $e=200$ mm and 90 rpm, $\omega=9.425$ rad/s and $V=1.885$ m/s. For $K=10^{-13}\ \mathrm{Pa^{-1}}$, nominal pressure $P=20$ kPa and $T=60$ s,
\begin{equation}
KPVT=10^{-13}\times(2\times10^{4})\times1.885\times60\ \mathrm{m}=226.2\ \mathrm{nm}.
\end{equation}

The wafer radius is $R=150$ mm. Write $p=Pf$ and choose
\begin{equation}
f=1+0.08\,\frac rR\cos\theta-0.10\,\frac rR\sin\theta+0.05\,\frac{r^2}{R^2}\cos2\theta
+G\,e^{-|\mathbf r-\mathbf d|^2/2w^2}.
\label{eq:map}
\end{equation}
The hump has height $G=0.20$ and width $w=30$ mm. Its centre $\mathbf d$ lies at distance $d=90$ mm and angle $\theta_h=-60^\circ$.

By Eq.~\eqref{eq:v} the wafer slides towards $\theta=-90^\circ$, which is its leading edge. The sine term presses that edge harder, as pad drag acting below the carrier's pivot would do. The hump is an assumed local excess of pressure. Slurry suction, which pulls part of the wafer onto the pad, is one possible cause, but its real shape and extent may differ. Suction adds to the applied load, so the mean of $f$ need not be 1.

\subsection{The angular average}

The two tilts and the saddle average to zero over $\theta$. For the hump, the cosine rule gives
\begin{equation}
|\mathbf r-\mathbf d|^2=r^2+d^2-2rd\cos(\theta-\theta_h).
\end{equation}
The part without $\theta$ comes out of the integral. What remains is the modified Bessel function
\begin{equation}
I_0(z)=\frac1{2\pi}\int_0^{2\pi}e^{z\cos u}\,du,\qquad z=\frac{rd}{w^2},
\end{equation}
because shifting $u=\theta-\theta_h$ does not alter an integral over a full circle. Hence
\begin{equation}
f_0(r)=1+G\,e^{-(r^2+d^2)/2w^2}\,I_0\!\left(\frac{rd}{w^2}\right).
\label{eq:ring}
\end{equation}
The angle $\theta_h$ has gone, and a function of radius is left: the hump has been smeared into a ring. At the centre $I_0(0)=1$, and the excess is $0.20\,e^{-4.5}=0.0022$. The depths are:

\begin{center}
\begin{tabular}{ccc}
$r$ (mm) & $f_0$ & depth (nm)\\
0 & 1.002 & 226.7\\
30 & 1.007 & 227.7\\
60 & 1.020 & 230.8\\
90 & 1.027 & 232.3\\
120 & 1.014 & 229.4\\
150 & 1.003 & 226.8
\end{tabular}
\end{center}

The wafer has made 90 whole turns, and a circular trench 5.7 nm deeper than the centre remains. More turns do not help: $f_0$ contains neither $\omega$ nor $T$. At fixed $V$, polishing for longer deepens the trench in proportion to the mean removal.

\subsection{Where the ring lies and how high it is}

Differentiate Eq.~\eqref{eq:ring}, using $I_0'=I_1$ with $I_1(z)=\frac1{2\pi}\int_0^{2\pi} e^{z\cos u}\cos u\,du$:
\begin{equation}
\frac{df_0}{dr}=\frac{G}{w^2}\,e^{-(r^2+d^2)/2w^2}\left[d\,I_1(z)-r\,I_0(z)\right].
\label{eq:slope}
\end{equation}
Away from the centre, the crest satisfies $r=d\,I_1(z)/I_0(z)$. Since $\cos u\le1$, $I_1<I_0$, so the crest lies inside the radius of the hump's centre: here at 84.5 mm, not 90 mm.

Such a crest does not always exist. The power series are
\begin{equation}
I_0=\sum_{k\ge0}\frac{(z^2/4)^k}{(k!)^2},\qquad
I_1=\frac z2\sum_{k\ge0}\frac{(z^2/4)^k}{k!\,(k+1)!}.
\end{equation}
Comparing them term by term gives $I_1<(z/2)I_0$ for $z>0$. Therefore
\begin{equation}
d\,I_1-r\,I_0<r\,I_0\left(\frac{d^2}{2w^2}-1\right).
\end{equation}
If $d\le\sqrt2\,w$ the right side is not positive, $f_0$ falls all the way from the centre, and rotation turns the hump into a central dome. If $d>\sqrt2\,w$, then near $r=0$, where $I_1\approx z/2$ and $I_0\approx1$, the slope is positive and the maximum lies off centre. The limit here is 42.4 mm, well below $d=90$ mm.

For a distant hump the height follows from large $z$. The integrand of $I_0$ is then concentrated near $u=0$, where $\cos u\approx1-u^2/2$, so
\begin{equation}
I_0(z)\approx\frac{e^z}{2\pi}\int_{-\infty}^{\infty}e^{-zu^2/2}\,du=\frac{e^z}{\sqrt{2\pi z}}.
\end{equation}
At $r=d$ we have $z=d^2/w^2$, the exponentials cancel, and
\begin{equation}
f_0(d)-1\approx\frac{G\,w}{\sqrt{2\pi}\,d}=\frac{0.20\times30}{2.507\times90}=2.66\,\%.
\end{equation}
This is $G$ times the fraction of the circle that the hump effectively covers. Equation~\eqref{eq:ring} gives 2.70\,\% at $r=d$ and 2.74\,\% at the crest. The estimate is thus about 3\,\% low relative to the crest height, partly from the large-$z$ form and partly from the inward shift of the crest.

\section{The general statement}

Some pressure errors travel with the wafer, for instance those caused by its own shape or by a carrier that turns with it. Let $\phi$ be an angle fixed on the wafer, and let the steady pressure be $p(r,\theta,\phi)$, which covers room-fixed and wafer-fixed causes together.

\textbf{Statement.} Under Preston's law, with equal rates of wafer and pad and a whole number of turns,
\begin{equation}
h(r,\phi)=KVT\;\frac1{2\pi}\int_0^{2\pi}p(r,\theta,\phi)\,d\theta .
\label{eq:general}
\end{equation}
For a purely room-fixed map this is $h(r)=KVT\,p_0(r)$, with $p_0$ the angular mean, and the polish is uniform if and only if $p_0$ is the same at all radii.

\textbf{Proof.} The wafer point $(r,\phi)$ stands at the room angle $\theta=\phi+\omega t$. With $V$ constant and $T=2\pi N/\omega$,
\begin{align}
h(r,\phi)&=KV\int_0^T p(r,\phi+\omega t,\phi)\,dt
=\frac{KV}{\omega}\int_{\phi}^{\phi+2\pi N}p(r,\theta,\phi)\,d\theta\\
&=\frac{KVN}{\omega}\int_0^{2\pi}p(r,\theta,\phi)\,d\theta .
\end{align}
The last step uses the period $2\pi$ in $\theta$ at fixed $\phi$. Since $N/\omega=T/2\pi$, Eq.~\eqref{eq:general} follows. $\square$

A part $q(r,\phi)$ that does not depend on $\theta$ passes through the average unchanged. A wafer-fixed tilt of only 2\,\% at the edge gives, from one edge to the opposite one, a depth difference of $2\times0.02\times226.2=9.05$ nm. This exceeds the 5.7 nm trench left by a room-fixed hump ten times as high.

Patterns fixed to the pad are not covered, unless they are symmetric about the pad centre, in which case they are steady in the room. In complex notation, a wafer point seen from the pad is at
\begin{equation}
\left(e+re^{i(\phi+\omega t)}\right)e^{-i\omega t}=e\,e^{-i\omega t}+re^{i\phi}.
\end{equation}
At equal rates it retraces one circle of radius $e$ on the pad, and different wafer points have different circles.

\subsection{Which room-fixed maps leave no error}

For a smooth map, apply the divergence theorem to $\nabla p$ on the disc of radius $r$:
\begin{equation}
\int_{\rm disc}\nabla^2p\,dA=\int_0^{2\pi}\frac{\partial p}{\partial r}\,r\,d\theta=2\pi r\,\frac{dp_0}{dr}.
\label{eq:lap}
\end{equation}
The radial error vanishes if and only if the integral of $\nabla^2p$ vanishes over every centred disc. Tilts and the balanced saddle $r^2\cos2\theta$ have $\nabla^2p=0$ and pass this test (a saddle $ax^2-by^2$ with $a\ne b$ does not), so a trial with a tilted carrier makes rotation look like a complete cure. The condition $\nabla^2p=0$ is sufficient but not necessary: $r^3\cos\theta$ has Laplacian $8r\cos\theta$, which is not zero but integrates to zero over each disc.

Near the centre $\nabla^2p$ is nearly constant, so Eq.~\eqref{eq:lap} gives $dp_0/dr\approx\frac r2\nabla^2p(0)$, and
\begin{equation}
p_0(r)\approx p(0)+\frac{r^2}{4}\,\nabla^2p(0).
\end{equation}
For the hump, $\nabla^2f(0)=G\,e^{-d^2/2w^2}(d^2-2w^2)/w^4$. It changes sign at $d=\sqrt2\,w$, the boundary between dome and ring.

\subsection{How much is removed}

Expand $f=f_0+\sum_{m\ge1}\mathrm{Re}\,(c_me^{im\theta})$, with $c_m$ depending on $r$. On a circle, different harmonics are orthogonal and each has mean square $|c_m|^2/2$. Let $\langle\cdot\rangle_A$ be the mean over the wafer area and $\bar f=\langle f\rangle_A$. Write $f-\bar f=(f_0-\bar f)+(f-f_0)$ and square it. The cross term vanishes, because $f-f_0$ has zero mean on each circle while $f_0-\bar f$ is constant there. Thus
\begin{equation}
\left\langle(f-\bar f)^2\right\rangle_A=\underbrace{\left\langle(f_0-\bar f)^2\right\rangle_A}_{\text{survives}}
+\underbrace{\Big\langle\tfrac12\sum_{m\ge1}|c_m|^2\Big\rangle_A}_{\text{removed}} .
\end{equation}
In the example the pressure map has a standard deviation of 8.76\,\% of its mean, and the polished depth one of 0.82\,\%. Only 0.88\,\% of the variance survives. Rotation is thus very effective here, but the remainder is an ordered ring, which further turns do not reduce.

\section{When the conditions fail}

\subsection{Unequal speeds}

Let $\omega_w\ne\omega_p$ and define $s=(\omega_w-\omega_p)r/(\omega_pe)$. Equation~\eqref{eq:v} gives
\begin{equation}
\frac{V}{\omega_pe}=\sqrt{1-2s\cos\theta+s^2}.
\end{equation}
For small $s$, use $\sqrt{1+u}\approx1+u/2-u^2/8$ with $u=-2s\cos\theta+s^2$ and keep terms up to $s^2$:
\begin{align}
\frac{V}{\omega_pe}&\approx1-s\cos\theta+\frac{s^2}2-\frac{s^2}2\cos^2\theta\\
&=1-s\cos\theta+\frac{s^2}4-\frac{s^2}4\cos2\theta .
\end{align}
The depth now follows the mean of the product $fV$. With $a_m=\mathrm{Re}\,c_m$, the coefficient of $\cos m\theta$, and $\langle\cos^2m\theta\rangle=\frac12$,
\begin{equation}
\frac{\langle fV\rangle}{\omega_pe}\approx f_0\left(1+\frac{s^2}4\right)-\frac{s\,a_1}2-\frac{s^2a_2}8 .
\end{equation}
A tilt along the line of centres, harmless at equal speeds, now leaves a radial error. A tilt along the sliding direction does not: it varies as $\sin\theta$, $V$ is even in $\theta$, and the mean of their product is zero.

With the wafer slowed to 80 rpm and the pad kept at 90 rpm, $s=-\frac{10}{90}\times\frac{150}{200}=-0.083$ at the edge. The mean speed adds 0.174\,\% of the nominal rate there and the first harmonic 0.345\,\%; the second harmonic takes away 0.004\,\%. Following an edge point numerically through one turn gives a total of 0.514\,\%, in agreement.

\subsection{An unfinished turn and a nonlinear rate}

If polishing stops half a turn late, a first harmonic $\cos\theta$ leaves at most $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$, to be divided by the total angle $2\pi(N+\frac12)$. For $N=90$ the factor is $1/(90.5\,\pi)=0.0035$. At the edge the two tilts and the hump together give $|c_1|=0.13$, so the amplitude left there is $0.0035\times0.13$, or 0.05\,\% of the nominal depth. At fixed speeds, more turns reduce this part relative to the growing depth; in nanometres it stays the same, about 0.1 nm here.

Suppose instead that the rate varies as $p^n$. Put $f=f_0+\delta$ with $\langle\delta\rangle=0$ and expand to second order:
\begin{equation}
\langle f^n\rangle\approx f_0^n\left[1+\frac{n(n-1)}2\,\frac{\langle\delta^2\rangle}{f_0^2}\right].
\end{equation}
Even a pure tilt then leaves a radial error, since $\langle\delta^2\rangle$ grows with $r$. For $n=2/3$ the largest change in the example is $-0.11\,\%$ relative to $f_0^n$. The factor $f_0^n$ matters more: it reduces the relative height of the ring to about two thirds.

\section{The example beside a real polisher}

The wafer size, pressure and removal of roughly 200 nm per minute are in the regime of oxide polishing; the sliding speed is towards the high side. The amplitudes in Eq.~\eqref{eq:map} are chosen, not measured. Two omitted effects can rival the 2.7\,\% ring.

First, $K$ may vary across the pad track, for instance through temperature. Assume that it falls as the square of the distance from the middle of the track, by 5\,\% at distance $R$. To leading order that distance is $r\cos\theta$, whose mean square is $r^2/2$, so the edge loses about 2.5\,\%; the full average gives 2.4\,\%.

Second, the pad bends at the wafer edge. Model it as springs joined by a tension, so that its depression dies away outside the wafer over a length $\lambda$. The depressed strip pushes up with a force $P\lambda$ per unit length of edge, which the edge must carry. Relative to the interior load this is $2\pi RP\lambda/(\pi R^2P)=2\lambda/R$, or 2.7\,\% for an assumed $\lambda=2$ mm and no retaining ring. The load is concentrated at the rim, so the local pressure error there is much larger than 2.7\,\%. Being axially symmetric, it too survives rotation.

The computed profile therefore isolates one surviving error and does not predict a whole wafer. Under the stated conditions and with uniform $K$, a remedy for a room-fixed pressure error has to act on $p_0(r)$ itself, for example through separately controlled ring-shaped pressure zones, provided that the profile is stable from wafer to wafer and not narrower than the zones. An error in $K$, such as the track loss above, arises even when $p_0$ is flat and can also be treated at its source. A carrier that sweeps across the pad changes $e$ during the polish, which the statement does not cover. The numerical output lists the values used.

\section*{Computed results}
\begin{verbatim}
wafer radius R = 150 mm, centre distance e = 200 mm
nominal pressure = 20 kPa, Preston K = 1.0e-13 1/Pa
both speeds = 90 rpm, time = 60 s, turns = 90
angular speed = 9.425 rad/s
sliding speed V = 1.885 m/s
depth at nominal pressure = 226.19 nm
tilt along line of centres = 8 % at edge
tilt along sliding (sin theta) = -10 % at edge
saddle = 5 % at edge
hump height = 20 %, width w = 30 mm
hump distance d = 90 mm, angle = -60 deg
dome/ring limit sqrt(2)*w = 42.4 mm
r =   0 mm: p0/P = 1.00222, depth = 226.70 nm
r =  30 mm: p0/P = 1.00658, depth = 227.68 nm
r =  60 mm: p0/P = 1.02022, depth = 230.77 nm
r =  90 mm: p0/P = 1.02699, depth = 232.30 nm
r = 120 mm: p0/P = 1.01412, depth = 229.39 nm
r = 150 mm: p0/P = 1.00281, depth = 226.83 nm
ring crest radius = 84.49 mm
ring crest p0/P - 1 = 2.742 %
ring height estimate = 2.660 %
crest depth = 232.40 nm
crest minus centre depth = 5.70 nm
area mean of p/P = 1.01551
std/mean of map, no averaging = 8.76 %
std/mean after rotation = 0.82 %
share of variance that survives = 0.88 %
wafer-fixed tilt = 2 % at edge
its edge-to-edge depth difference = 9.05 nm
Neglected effects, relative to nominal rate:
wafer at 80 rpm, pad at 90 rpm: s at edge = -0.0833
  edge change, followed point = 0.514 %
  part from mean speed = 0.174 %
  part from first harmonic = 0.345 %
  part from second harmonic = -0.0041 %
extra half turn, edge amplitude = 0.047 %
rate ~ p^0.667: largest change = -0.112 %
warm track, assumed K drop at distance R = 5 %
  mean loss at wafer edge = 2.40 %
pad relaxation length, assumed = 2 mm
  extra edge load / interior load = 2.68 %
\end{verbatim}
